# Fermi Energy of a Warm Metal Slab by Bracketed Subband Filling: a numerical check

```python
"""Chemical potential mu of a metal slab at temperature T and fixed sheet density.

Result under test: mu is the root of
    F(mu) = sum_n kT ln(1 + exp((mu - E_n)/kT)) - W,   W = N_s / G,
enclosed from above by the zero-temperature filling mu0 and from below by
the Boltzmann estimate; Newton steps from above and chord steps from below
keep the root enclosed.
E_n: subband bottoms; G = m/(pi hbar^2): two-dimensional density of states
with spin; N_s = n0 d: electrons per area; d: background thickness;
D: hard-wall width; C = hbar^2/(2 m). Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi
C_FREE = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
KB = const.k / const.e
COULOMB = const.e / (4 * pi * const.epsilon_0) * 1e10   # eV angstrom
HARTREE = const.value("Hartree energy in eV")
LATTICE = 5.3          # rough bcc lattice constant of potassium
WORK_FUNCTION = 2.3    # rough
COUPLING = 0.1         # rough electron-phonon coupling
LAYERS, TEMP = 6, 300.0
kT = KB * TEMP


def filling(mu, levels, t):
    return np.sum(t * np.logaddexp(0.0, (mu - levels) / t))


def zero_temperature(levels, W):
    levels = np.sort(levels)
    candidates = (W + np.cumsum(levels)) / np.arange(1, len(levels) + 1)
    p = int(np.argmin(candidates))
    return candidates[p], p + 1


def solve_mu(levels, W, t, tol=1e-11):
    """Return mu and the list of enclosing brackets."""
    hi = zero_temperature(levels, W)[0]
    base = np.min(levels)
    lo = base + t * np.log(W / (t * np.sum(np.exp(-(levels - base) / t))))
    trace = [(lo, hi)]
    for _ in range(100):
        if hi - lo < tol:
            return 0.5 * (lo + hi), trace
        f_lo = filling(lo, levels, t) - W
        f_hi = filling(hi, levels, t) - W
        slope = np.sum(expit((hi - levels) / t))
        lo, hi = lo - f_lo * (hi - lo) / (f_hi - f_lo), hi - f_hi / slope
        trace.append((lo, hi))
    raise RuntimeError("bracket did not close")


class Film:
    """Hard-wall slab of potassium (110) layers, one electron per atom."""

    def __init__(self, layers, t, lattice=LATTICE, mass=1.0):
        self.C = C_FREE / mass
        self.n0 = 2 / lattice**3
        self.kF = (3 * pi**2 * self.n0) ** (1 / 3)
        self.EF = self.C * self.kF**2
        self.d = layers * lattice / np.sqrt(2)
        self.margin = 3 * pi / (8 * self.kF)
        self.D = self.d + 2 * self.margin
        self.Ns = self.n0 * self.d
        self.G = 1 / (2 * pi * self.C)
        self.W = self.Ns / self.G
        self.E1 = self.C * (pi / self.D) ** 2
        count = int(np.sqrt((self.W + self.E1 + 40 * t) / self.E1)) + 1
        self.levels = self.E1 * np.arange(1, count + 1) ** 2
        self.mu0, self.p = zero_temperature(self.levels, self.W)
        self.mu, self.trace = solve_mu(self.levels, self.W, t)


film = Film(LAYERS, kT)
E, W, mu = film.levels, film.W, film.mu

# Hard-wall levels against a finite-difference Hamiltonian.
points = 2000
h = film.D / points
fd = eigh_tridiagonal(np.full(points - 1, 2 * film.C / h**2),
                      np.full(points - 2, -film.C / h**2),
                      eigvals_only=True, select="i", select_range=(0, 6))
assert np.allclose(fd, E[:7], rtol=5e-5)

# Density of one subband against quadrature of the Fermi function over k.
for bottom in (E[0], E[5], E[6]):
    k_edge = np.sqrt(max(mu - bottom, 0) / film.C)
    k_top = np.sqrt((max(mu - bottom, 0) + 40 * kT) / film.C)
    direct = quad(lambda k: k / pi * expit((mu - bottom - film.C * k * k) / kT),
                  0, k_top, points=[k_edge] if k_edge > 0 else None,
                  epsabs=1e-15, epsrel=1e-10, limit=300)[0]
    formula = film.G * kT * np.logaddexp(0, (mu - bottom) / kT)
    assert abs(direct / formula - 1) < 1e-7

# Whole filling against an explicit count of states in a periodic square.
side = 1000.0
k_max = np.sqrt((mu + 40 * kT) / film.C)
index = np.arange(-int(k_max * side / (2 * pi)) - 1,
                  int(k_max * side / (2 * pi)) + 2)
k2 = (2 * pi * index / side) ** 2
in_plane = film.C * (k2[:, None] + k2[None, :])
counted = sum(2 * np.sum(expit((mu - e - in_plane) / kT))
              for e in E if e < mu + 40 * kT) / side**2
assert abs(counted / film.Ns - 1) < 1e-5

# Zero-temperature formula, both bounds and the enclosure at every iteration.
for layers in (1, 2, 6, 12):
    for temp in (10, 300, 3000, 30000):
        t = KB * temp
        s = Film(layers, t)
        step_root = brentq(lambda x: np.sum(np.maximum(x - s.levels, 0)) - s.W,
                           0, s.W + s.E1 + 1, xtol=1e-13)
        assert abs(step_root - s.mu0) < 1e-10
        root = brentq(lambda x: filling(x, s.levels, t) - s.W,
                      s.trace[0][0] - 5, s.mu0 + 1, xtol=1e-13)
        lows, highs = np.array(s.trace).T
        assert np.all(lows <= root + 1e-10) and np.all(highs >= root - 1e-10)
        assert np.all(np.diff(lows) > -1e-10) and np.all(np.diff(highs) < 1e-10)
        assert abs(s.mu - root) < 1e-10

# Bound on the levels left out, at a temperature where the tail is visible.
t_hot, kept = KB * 3000, 7
n_tail = np.arange(kept + 1, 200)
tail = filling(film.mu0, film.E1 * n_tail**2, t_hot)
bound = (t_hot * np.exp((film.mu0 - film.E1 * (kept + 1) ** 2) / t_hot)
         / (1 - np.exp(-(2 * kept + 3) * film.E1 / t_hot)))
assert tail <= bound < 2 * tail

# Exponentially small shift away from thresholds.
t_warm = KB * 1200
s = Film(2, t_warm)
estimate = -t_warm / s.p * np.sum(np.exp(-np.abs(s.mu0 - s.levels) / t_warm))
assert abs((s.mu - s.mu0) / estimate - 1) < 0.01

# Linear shift when the zero-temperature value touches the next subband.
W_touch = np.sum(E[5] - E[:5])
y = brentq(lambda x: 5 * x - np.log1p(np.exp(-x)), 0, 1, xtol=1e-14)
for t in (0.002, 0.004):
    assert abs((E[5] - solve_mu(E, W_touch, t)[0]) / t - y) < 1e-7

# Thick slab: neutral width and bulk thermal shift.
bulk_shift = -pi**2 * kT**2 / (12 * film.EF)
thick = Film(400, kT)
assert abs((thick.mu - thick.EF) / bulk_shift - 1) < 0.01

# Neglected effect: finite barrier with its own neutral width.
V0 = film.EF + WORK_FUNCTION
k0 = np.sqrt(V0 / film.C)
spill = quad(lambda k: (film.kF**2 - k * k) / np.sqrt(k0**2 - k * k),
             0, film.kF)[0] / pi**2
extra = (film.kF**2 / (4 * pi) - spill) / film.n0


def finite_levels(width):
    top = int(np.ceil(k0 * width / pi + 1)) - 1
    roots = [brentq(lambda k: k * width + 2 * np.arcsin(k / k0) - n * pi,
                    0, k0, xtol=1e-14) for n in range(1, top + 1)]
    return film.C * np.array(roots) ** 2


well = film.d + extra
E_finite = finite_levels(well)
h = well / 1000
z = (np.arange(3000) + 0.5) * h - well
potential = np.where((z > 0) & (z < well), 0.0, V0)
fd = eigh_tridiagonal(potential + 2 * film.C / h**2,
                      np.full(2999, -film.C / h**2),
                      eigvals_only=True, select="i", select_range=(0, 5))
assert np.allclose(fd, E_finite[:6], rtol=2e-4)
d_thick = 100 * LATTICE / np.sqrt(2)
mu_thick = solve_mu(finite_levels(d_thick + extra),
                    film.n0 * d_thick / film.G, kT)[0]
assert abs(mu_thick - film.EF - bulk_shift) < 1e-5
mu_finite = solve_mu(E_finite, W, kT)[0]

# Neglected effect: electrostatic potential, first order and unscreened.
band_density = film.G * kT * np.logaddexp(0, (mu - E) / kT)
n = np.arange(1, len(E) + 1)[:, None]
z = np.linspace(0, film.D, 4001)
electrons = band_density @ (z / film.D
                            - np.sin(2 * pi * n * z / film.D) / (2 * pi * n))
background = film.n0 * np.clip(z - film.margin, 0, film.d)
slope = 4 * pi * COULOMB * (background - electrons)
assert abs(slope[-1]) < 1e-8
V = cumulative_trapezoid(slope, z, initial=0)


def net_electrons(x):
    wave = 2 / film.D * np.sin(pi * n[:, 0] * x / film.D) ** 2
    inside = film.margin < x < film.D - film.margin
    return band_density @ wave - film.n0 * inside


sheets = quad(lambda x: -2 * pi * COULOMB * (abs(film.D / 2 - x) - x)
              * net_electrons(x), 0, film.D, limit=300,
              points=[film.margin, film.D / 2, film.D - film.margin])[0]
assert abs(V[2000] - V[0] - sheets) < 1e-4
inside = (z >= film.margin) & (z <= film.D - film.margin)
V -= np.mean(V[inside])
shifts = trapezoid(2 / film.D * np.sin(pi * n * z / film.D) ** 2 * V, z, axis=1)
E_static = E + shifts
mu_static = solve_mu(E_static, W, kT)[0]

# Neglected effects: band mass, lattice constant, phonon broadening.
heavy = Film(LAYERS, kT, mass=1.1)
wide = Film(LAYERS, kT, lattice=LATTICE + 0.05)
width = 2 * pi * COUPLING * kT
nodes, weights = np.polynomial.hermite.hermgauss(40)
offsets = np.sqrt(2) * width / np.sqrt(8 * np.log(2)) * nodes
mu_broad = brentq(lambda x: sum(w * filling(x - o, E, kT) for w, o in
                                zip(weights, offsets)) / np.sqrt(pi) - W,
                  0, film.mu0 + 1, xtol=1e-13)

# Temperature matters most for the film whose subband lies nearest to mu0.
table = [Film(layers, kT) for layers in range(1, 13)]
gaps = [s.mu0 - s.levels[np.argmin(np.abs(s.mu0 - s.levels))] for s in table]
thermal = [s.mu - s.mu0 for s in table]
assert np.argmax(np.abs(thermal)) == np.argmin(np.abs(gaps)) == LAYERS - 1

print(f"lattice constant {LATTICE} A, layers {LAYERS}, T {TEMP:.0f} K")
print(f"kT {kT:.6f} eV; hbar^2/2m {film.C:.5f} eV A^2")
print(f"bulk density {film.n0:.6f} A^-3; kF {film.kF:.5f} A^-1")
print(f"bulk EF {film.EF:.5f} eV; bulk thermal shift {bulk_shift:.6f} eV")
print(f"d {film.d:.4f} A; margin per side {film.margin:.4f} A; D {film.D:.4f} A")
print(f"Ns {film.Ns:.6f} A^-2; G {film.G:.6f} eV^-1 A^-2; W {W:.5f} eV")
print(f"levels kept {len(E)}; filled at T=0: {film.p}; mu0 {film.mu0:.6f} eV")
for i, (lo, hi) in enumerate(film.trace):
    print(f"bracket {i}: {lo:.9f} to {hi:.9f} eV")
print(f"mu {mu:.6f} eV = {mu / HARTREE:.7f} hartree")
print(f"mu-mu0 {mu - film.mu0:.6f} eV; counted/Ns-1 {counted / film.Ns - 1:.1e}")
for i in range(7):
    print(f"subband {i + 1}: E {E[i]:.5f} eV, density {band_density[i]:.6f} A^-2")
for temp in (100, 200):
    s = Film(LAYERS, KB * temp)
    print(f"T {temp} K: mu {s.mu:.6f} eV, mu-mu0 {s.mu - s.mu0:.6f} eV")
print(f"threshold law for p=5: (mu0-mu)/kT = {y:.5f}")
print("layers, filled, mu0, mu0-nearest E, mu-mu0 (eV, 300 K)")
for i, s in enumerate(table):
    print(f"{i + 1:2d} {s.p:2d} {s.mu0:.5f} {gaps[i]:+.5f} {thermal[i]:+.6f}")
print(f"finite barrier {V0:.3f} eV, well width {well:.3f} A")
print(f"phonon width {width:.4f} eV; potential range in slab "
      f"{np.ptp(V[inside]):.3f} eV")
print("neglected effect: change of mu, new mu-E6 (eV)")
for name, new_mu, sixth in (("none", mu, E[5]),
                            ("finite barrier", mu_finite, E_finite[5]),
                            ("electrostatics", mu_static, E_static[5]),
                            ("mass 1.1", heavy.mu, heavy.levels[5]),
                            ("lattice +0.05 A", wide.mu, wide.levels[5]),
                            ("phonon broadening", mu_broad, E[5])):
    print(f"{name}: {new_mu - mu:+.5f}, {new_mu - sixth:+.5f}")
print("OK")
```

Printed output:

```
lattice constant 5.3 A, layers 6, T 300 K
kT 0.025852 eV; hbar^2/2m 3.80998 eV A^2
bulk density 0.013434 A^-3; kF 0.73543 A^-1
bulk EF 2.06065 eV; bulk thermal shift -0.000267 eV
d 22.4860 A; margin per side 1.6019 A; D 25.6898 A
Ns 0.302075 A^-2; G 0.041773 eV^-1 A^-2; W 7.23132 eV
levels kept 13; filled at T=0: 6; mu0 2.069372 eV
bracket 0: 0.202587051 to 2.069371729 eV
bracket 1: 2.066635210 to 2.067538979 eV
bracket 2: 2.067536412 to 2.067536414 eV
bracket 3: 2.067536414 to 2.067536414 eV
mu 2.067536 eV = 0.0759806 hartree
mu-mu0 -0.001835 eV; counted/Ns-1 -1.4e-10
subband 1: E 0.05698 eV, density 0.083987 A^-2
subband 2: E 0.22791 eV, density 0.076847 A^-2
subband 3: E 0.51279 eV, density 0.064946 A^-2
subband 4: E 0.91163 eV, density 0.048286 A^-2
subband 5: E 1.42443 eV, density 0.026865 A^-2
subband 6: E 2.05118 eV, density 0.001143 A^-2
subband 7: E 2.79188 eV, density 0.000000 A^-2
T 100 K: mu 2.069205 eV, mu-mu0 -0.000167 eV
T 200 K: mu 2.068475 eV, mu-mu0 -0.000897 eV
threshold law for p=5: (mu0-mu)/kT = 0.12639
layers, filled, mu0, mu0-nearest E, mu-mu0 (eV, 300 K)
 1  1 1.98337 -1.12924 +0.000000
 2  2 2.02645 +0.71248 -0.000000
 3  3 2.04600 +0.42449 -0.000000
 4  4 2.05715 +0.23970 -0.000001
 5  5 2.06434 +0.11179 -0.000068
 6  6 2.06937 +0.01820 -0.001835
 7  6 2.06422 -0.06205 -0.000369
 8  7 2.06031 -0.12501 -0.000029
 9  8 2.05884 -0.17413 -0.000004
10  9 2.05867 -0.21355 -0.000001
11 10 2.05918 +0.15414 -0.000007
12 11 2.06007 +0.09965 -0.000049
finite barrier 4.361 eV, well width 23.715 A
phonon width 0.0162 eV; potential range in slab 0.304 eV
neglected effect: change of mu, new mu-E6 (eV)
none: +0.00000, +0.01636
finite barrier: -0.00067, +0.02890
electrostatics: +0.00134, +0.03808
mass 1.1: -0.18823, +0.01460
lattice +0.05 A: -0.03852, +0.01600
phonon broadening: -0.00004, +0.01632
OK
```
